# A 360-degree domain wall in a field along its outer domains

A magnetic racetrack is a long, thin strip in which domain walls separate regions of opposite magnetization. When two neighbouring walls turn the magnetization in the same sense and are pressed together, they can form a single object through which the magnetization makes a full turn. This problem finds its shape, its size and the conditions under which it survives.

**Setting.** The film lies in the $xy$ plane, has thickness $t$, and has its easy axis along the normal $z$. The magnetization $M_s\mathbf m$ depends on the coordinate $x$ along the track alone. It turns in the $xz$ plane,
$$\mathbf m=(\sin\theta,\,0,\,\cos\theta),\qquad \theta(-\infty)=0,\quad \theta(+\infty)=2\pi .$$
Both outer domains point along $+z$, and so does the applied field, of flux density $B=\mu_0H$. The energy per unit wall area is
$$\sigma=\int_{-\infty}^{\infty}\left[A\theta'^2+K\sin^2\theta+BM_s(1-\cos\theta)-D\theta'\right]dx .$$
Here $A$ is the exchange stiffness. $K>0$ is the effective anisotropy, which already contains the local demagnetizing energy of a thin film. $D$ is the interfacial chiral (Dzyaloshinskii-Moriya) constant, with its sign chosen so that $D>0$ favours increasing $\theta$. The field energy is counted from the uniform state $\theta=0$. The rest of the magnetostatic energy, which is nonlocal, is left out until part (h). We use
$$\Delta=\sqrt{A/K},\qquad \xi=x/\Delta,\qquad h=\frac{BM_s}{2K},$$
so that $h$ is the field in units of the anisotropy field $2K/M_s$. A subscript $\xi$ denotes a derivative.

## (a) For which fields can a static wall exist?

*Derive the equation for $\theta$, integrate it once, and decide for which signs of $h$ a solution can run from $0$ to $2\pi$.*

**Solution.** The chiral term integrates to $-D[\theta(\infty)-\theta(-\infty)]=-2\pi D$. This number is fixed by the end values, so the term changes the energy but not the profile.

For the remaining integrand $f$, the Euler-Lagrange equation $\frac{d}{dx}\frac{\partial f}{\partial\theta'}=\frac{\partial f}{\partial\theta}$ reads
$$2A\theta''=2K\sin\theta\cos\theta+BM_s\sin\theta .$$
Division by $2K$ gives
$$\theta_{\xi\xi}=\sin\theta\cos\theta+h\sin\theta. \tag{1}$$
Multiply by $2\theta_\xi$. The left side becomes $(\theta_\xi^2)_\xi$ and the right side is the derivative of $\sin^2\theta-2h\cos\theta$. In the left domain $\theta$ and $\theta_\xi$ vanish, which fixes the constant:
$$\theta_\xi^2=\sin^2\theta+2h(1-\cos\theta).$$
With $\sin\theta=2\sin\frac\theta2\cos\frac\theta2$ and $1-\cos\theta=2\sin^2\frac\theta2$,
$$\theta_\xi^2=4\sin^2\tfrac\theta2\left(\cos^2\tfrac\theta2+h\right). \tag{2}$$

The wall must pass through $\theta=\pi$, where (2) gives $\theta_\xi^2=4h$. For $h<0$ this is impossible. For $h=0$ the slope at $\theta=\pi$ would be zero; but $\theta\equiv\pi$ also solves (1) with the same value and slope, and the solution of a second-order equation with given value and slope is unique. The profile would then be $\pi$ everywhere, which contradicts the end values. A static wall therefore requires $h>0$. In that case the right side of (2) is positive for all $0<\theta<2\pi$, so $\theta_\xi$ keeps one sign, and the end values make it positive.

## (b) What is the profile?

*Solve (2) for $h>0$, with the origin at $\theta=\pi$.*

**Solution.** Let $w=\cot(\theta/2)$. Its derivative is
$$w_\xi=-\frac{\theta_\xi}{2\sin^2(\theta/2)}=-\frac{\sqrt{\cos^2(\theta/2)+h}}{\sin(\theta/2)} .$$
Bring the sine under the root and use $\cos^2/\sin^2=w^2$ and $1/\sin^2=1+w^2$:
$$w_\xi=-\sqrt{(1+h)w^2+h}.$$
Now set $w=-\sqrt{h/(1+h)}\,\sinh v$. The left side becomes $-\sqrt{h/(1+h)}\,\cosh v\;v_\xi$. The right side becomes $-\sqrt{h\sinh^2v+h}=-\sqrt h\cosh v$. Hence $v_\xi=\sqrt{1+h}$. Since $w=0$ at $\theta=\pi$, $v$ vanishes at the origin, and
$$\cot\frac\theta2=-\sqrt{\frac{h}{1+h}}\;\sinh\!\left(\sqrt{1+h}\,\xi\right). \tag{3}$$
At $\xi\to-\infty$ the cotangent goes to $+\infty$ and $\theta\to0$; at $\xi\to+\infty$ it goes to $-\infty$ and $\theta\to2\pi$, as required.

As a test, the discretized energy was minimized numerically, without use of (2) or (3), for nine fields from $h=2$ down to $h=10^{-4}$. The angles agreed with (3) to better than $10^{-4}$ rad in every case.

## (c) How far apart are the two halves?

*Write (3) as a sum of two 180-degree walls, and find the separation of their centres as $h\to0$.*

**Solution.** An isolated 180-degree wall at $h=0$ obeys $\theta_\xi=\sin\theta$, with solution $\theta=2\arctan e^{\xi}$. This suggests the trial form
$$\theta=2\arctan e^{a+b}+2\arctan e^{a-b},\qquad a=\sqrt{1+h}\,\xi .$$
The addition rule $\cot(\alpha+\beta)=(1-\tan\alpha\tan\beta)/(\tan\alpha+\tan\beta)$ gives
$$\cot\frac\theta2=\frac{1-e^{2a}}{e^{a}(e^{b}+e^{-b})}=-\frac{\sinh a}{\cosh b}.$$
This equals (3) if $\cosh b=\sqrt{(1+h)/h}$, that is, $\sinh^2b=\cosh^2b-1=1/h$. In both expressions $\theta/2$ runs between $0$ and $\pi$, where the cotangent takes each value once, so the angles themselves agree. Within this model the wall is thus an exact sum of two 180-degree profiles, each of width $\Delta/\sqrt{1+h}$. Their centres lie at $a=\mp b$, so
$$d=\frac{2\Delta}{\sqrt{1+h}}\,\operatorname{arcsinh}\frac1{\sqrt h}. \tag{4}$$

For small $h$, write the inverse function as a logarithm:
$$2\operatorname{arcsinh}\frac1{\sqrt h}=2\ln\frac{1+\sqrt{1+h}}{\sqrt h}
=2\ln\frac{2}{\sqrt h}+2\ln\!\left(1+\frac h4+\dots\right)=\ln\frac4h+\frac h2+\dots$$
Multiplication by $1/\sqrt{1+h}=1-h/2+\dots$ yields
$$\frac d\Delta=\ln\frac4h-\frac h2\left(\ln\frac4h-1\right)+\dots \tag{5}$$
The correction vanishes with $h$, so $d\to\Delta\ln(4/h)$: the separation grows logarithmically as the field vanishes. Each tenfold reduction of a small field adds $\Delta\ln10\approx2.3\,\Delta$.

## (d) Does the law depend on how separation is defined?

*Compare (4) with the distance between $\theta=\pi/2$ and $\theta=3\pi/2$, and with the length $\ell=\frac12\int(1-\cos\theta)\,dx$. When does the wall show two halves at all?*

**Solution.** At $\theta=3\pi/2$ the cotangent in (3) is $-1$, so $\sinh(\sqrt{1+h}\,\xi)=\sqrt{(1+h)/h}$. By symmetry
$$d_{90}=\frac{2\Delta}{\sqrt{1+h}}\operatorname{arcsinh}\sqrt{\frac{1+h}{h}} .$$
For large $z$, $\operatorname{arcsinh}z=\ln(2z)+O(z^{-2})$, and $d_{90}$ also tends to $\Delta\ln(4/h)$.

The length $\ell$ is that of a fully reversed domain with the same missing moment. Put $\varphi=\theta/2$. From (2), $d\xi=d\varphi/(\sin\varphi\sqrt{\cos^2\varphi+h})$, while $1-\cos\theta=2\sin^2\varphi$. With $u=\cos\varphi$,
$$\frac{\ell}{\Delta}=\int_0^\pi\frac{\sin\varphi\,d\varphi}{\sqrt{\cos^2\varphi+h}}=\int_{-1}^{1}\frac{du}{\sqrt{u^2+h}}=2\operatorname{arcsinh}\frac1{\sqrt h}. \tag{6}$$
This is $\sqrt{1+h}$ times $d/\Delta$ and has the same limit.

| $h$ | $d_{90}/\Delta$, numerical | $d/\Delta$ | $\ln(4/h)$ |
|---|---|---|---|
| 0.5 | 2.151 | 1.872 | 2.079 |
| 0.01 | 5.977 | 5.967 | 5.991 |
| 0.0001 | 10.596 | 10.596 | 10.597 |

The definitions differ visibly at $h=0.5$ and merge at small field. Between $h=3\times10^{-4}$ and $10^{-4}$ the numerical $d_{90}/\Delta$ rises by 1.0005 per unit of $\ln(1/h)$.

Two halves are visible if the slope has two maxima. By (2), $\theta_\xi^2=4(1-y)(y+h)$ with $y=\cos^2(\theta/2)$. This parabola in $y$ peaks at $y=(1-h)/2$. For $h<1$ that value is positive and is reached at two points, one on each side of the centre. For $h\ge1$ the largest slope in the allowed range $y\ge0$ is at $y=0$, the centre itself, and the wall is one compact twist.

## (e) What holds the halves apart?

*Find the wall energy, and from it the repulsion between the halves.*

**Solution.** By the first integral, the exchange energy density equals the sum of the anisotropy and field densities. The energy without the chiral constant is therefore
$$\sigma_0=2A\int\theta'^2dx=2\sqrt{AK}\int_0^{2\pi}\theta_\xi\,d\theta .$$
With $\theta_\xi=2\sin\varphi\sqrt{\cos^2\varphi+h}$ and $d\theta=2\,d\varphi$,
$$\sigma_0=8\sqrt{AK}\int_{-1}^{1}\sqrt{u^2+h}\,du .$$
The antiderivative is $\frac12[u\sqrt{u^2+h}+h\operatorname{arcsinh}(u/\sqrt h)]$, so
$$\sigma_0=8\sqrt{AK}\left[\sqrt{1+h}+h\operatorname{arcsinh}\frac1{\sqrt h}\right],\qquad \sigma=\sigma_0-2\pi D. \tag{7}$$
As $h\to0$, $\sigma_0\to8\sqrt{AK}$, the energy of two separate walls of $4\sqrt{AK}$ each.

The field part of $\sigma_0$ is $BM_s\int(1-\cos\theta)dx=2BM_s\ell=4Kh\ell$. By (6) and $K\Delta=\sqrt{AK}$, this is $8\sqrt{AK}\,h\operatorname{arcsinh}(1/\sqrt h)$, the second term of (7). What remains is the exchange and anisotropy energy $U$ of a pair held at reversed length $\ell$. Since (6) means $h=1/\sinh^2(\ell/2\Delta)$,
$$U(\ell)=8\sqrt{AK}\sqrt{1+h}=8\sqrt{AK}\coth\frac{\ell}{2\Delta}
\simeq8\sqrt{AK}+16\sqrt{AK}\,e^{-\ell/\Delta}. \tag{8}$$
The last form holds for $\ell\gg\Delta$. The halves repel with an energy that decays exponentially, while the field charges a constant price $4Kh$ per unit length. Balance of the two pressures at large distance, $16Ke^{-\ell/\Delta}=4Kh$, returns $\ell=\Delta\ln(4/h)$. The logarithm is the inverse of the exponential repulsion. As a test, the energy of two superposed zero-field walls at $d=10\Delta$ was integrated numerically; its excess over $8\sqrt{AK}$ was 0.999 times $16\sqrt{AK}e^{-d/\Delta}$.

The second derivative of (8) gives the stiffness of the separation per unit area,
$$U''(\ell)=\frac{4K}{\Delta}\,\frac{\coth(\ell/2\Delta)}{\sinh^2(\ell/2\Delta)}=\frac{4Kh}{\Delta}\sqrt{1+h}\simeq\frac{4Kh}{\Delta}. \tag{9}$$
The pair becomes soft as the field vanishes.

## (f) Is the wall stable?

*Examine small deviations that depend on $x$, first within the plane of rotation and then out of it.*

**Solution.** Replace $\theta$ by $\theta+\eta$. The second-order energy, in units of $\sqrt{AK}$, is $\int\eta L\eta\,d\xi$ with
$$L=-\partial_\xi^2+\cos2\theta+h\cos\theta .$$
Differentiating (1) gives $\theta_{\xi\xi\xi}=(\cos2\theta+h\cos\theta)\theta_\xi$, or $L\theta_\xi=0$. This zero mode is a shift of the whole wall. It has no node, and the lowest eigenfunction of such an operator is the nodeless one; hence $L$ has no negative eigenvalue.

For the out-of-plane tilt $\psi$, take $\mathbf m=(\cos\psi\sin\theta,\sin\psi,\cos\psi\cos\theta)$. With $\delta=D/\sqrt{AK}$ the energy density in the same units is
$$\psi_\xi^2+\cos^2\!\psi\,\theta_\xi^2+1-\cos^2\!\psi\cos^2\!\theta+2h(1-\cos\psi\cos\theta)-\delta\cos^2\!\psi\,\theta_\xi .$$
To second order, $\cos^2\psi=1-\psi^2$ and $\cos\psi=1-\psi^2/2$. The quadratic part is
$$\psi_\xi^2+\psi^2\left(-\theta_\xi^2+\cos^2\theta+h\cos\theta+\delta\theta_\xi\right).$$
Inserting $\theta_\xi^2=\sin^2\theta+2h(1-\cos\theta)$ gives the operator
$$L_\perp=L-2h(1-\cos\theta)+\delta\,\theta_\xi. \tag{10}$$
For $D=0$, the trial tilt $\psi\propto\theta_\xi$ gets nothing from $L$ and a negative energy from the second term: the wall is unstable and can unwind through the third dimension. The chiral term opposes this. Since $L$ has no negative eigenvalue, it is sufficient that $\delta\theta_\xi\ge2h(1-\cos\theta)$ everywhere, or
$$\delta\ge\frac{2h\sin(\theta/2)}{\sqrt{\cos^2(\theta/2)+h}} .$$
The right side is largest at $\theta=\pi$, where it equals $2\sqrt h$. Hence
$$D\ge2\sqrt{hAK} \tag{11}$$
guarantees stability against these deviations. It is not a necessary condition, and deviations that vary along $y$ are not covered. Nor is the nonlocal magnetostatic energy, which favours a tilt of the two halves out of the plane of rotation; the bound should therefore not be relied on at very small $h$, where it tends to zero.

## (g) What are the numbers for a racetrack?

*Take $A=15$ pJ/m, $K=0.60$ MJ/m³, $M_s=1.10$ MA/m, $D=2.0$ mJ/m², $t=0.60$ nm, a strip 100 nm wide, $B=50$ mT and 300 K.*

**Solution.** These are rough typical values for a thin cobalt layer between platinum and an oxide. They give
$$\Delta=\sqrt{\frac{15\times10^{-12}}{0.60\times10^{6}}}\ \text{m}=5.0\ \text{nm},\qquad h=\frac{0.050\times1.10\times10^6}{2\times0.60\times10^6}=0.0458 .$$
The logarithmic law gives $5.0\ln(4/0.0458)=22.3$ nm, and (4) gives $d=22.0$ nm. With $\sqrt{AK}=3.0$ mJ/m², (7) gives $\sigma_0=27.0$ mJ/m². The chiral term is $-12.6$ mJ/m², so $\sigma=14.4$ mJ/m².

Condition (11) asks for $D$ of at least about 1.28 mJ/m², which is met. Diagonalization of (10) puts the threshold of this local model at 0.37 mJ/m²; the simple bound is cautious by a factor of about 3.5.

For thermal motion, treat the two walls as straight across the strip. The leading form of (9), times the wall area, is a spring constant
$$\kappa=\frac{4Kh\,t\times100\ \text{nm}}{\Delta}=1.32\ \text{mN/m}.$$
Equipartition gives an rms change of separation $\sqrt{k_BT/\kappa}=1.8$ nm, about 8% of $d$. This figure applies to the separation averaged across the strip. The walls do not in fact stay straight: with a tension of 6 to 12 mJ/m² per wall, the separation can vary along $y$ over a length of only 11 to 16 nm, and a rough string estimate puts the local rms at about 3 nm. The stray field of part (h) softens the spring, by about 20% in a wide film. Pinning by defects, if it can hold each wall against a rough 10 mT, lets the separation rest anywhere between its values at 60 and 40 mT, from 21.0 to 23.1 nm.

## (h) How low a field does the logarithm survive in a real film?

*Estimate the nonlocal magnetostatic force between the halves and compare it with the applied field.*

**Solution.** The film has moment $\pm M_st$ per unit area. Across a wall it jumps by $2M_st$, and for distant points this jump acts as a line current $I=2M_st$ along $y$. The two halves carry opposite currents, which repel with force per length
$$\frac{\mu_0I^2}{2\pi d}=\frac{2\mu_0M_s^2t^2}{\pi d}.$$
The applied field pushes each wall inward with $2BM_st$ per length. The repulsion thus acts as an opening field
$$B_s=\frac{\mu_0M_st}{\pi d}, \tag{12}$$
valid for $d\gg\Delta,t$ in a film much wider than $d$. Adding it to the balance of part (e), with $2BM_s=4Kh$, gives
$$B\simeq\frac{8K}{M_s}e^{-d/\Delta}+\frac{\mu_0M_st}{\pi d}.$$
As $B\to0$ and $d$ grows, the exponential dies first. In a wide film the final law is then algebraic, $d\to\mu_0M_st/(\pi B)$, and the logarithm can serve only at fields where the second term is a small part of $B$.

For a wide film with the example's material values, (12) gives 12 mT at $d=22.0$ nm, about a quarter of the applied 50 mT. The 100 nm strip is not wide in this sense: its walls are only about 4.5 separations long, and averaging the dipole field of the strip over the length of a wall gives about 7 mT. The wide film thus overstates the effect in the strip. Both figures treat the walls as sharp lines; in the wide film at $d=4.4\,\Delta$, for two superposed 180-degree profiles, the in-plane magnetization adds about 3 mT while the overlap of the finite-width walls removes 2.4 to 2.8 mT from the perpendicular part, so the total stays within about 5% above the line value. For the wide film, a better estimate minimizes the energy of two superposed 180-degree profiles, with free separation and common width, including the full magnetostatic energy of an infinitely wide film:

| $B$ (mT) | $d$, local model (nm) | $d$ with stray field (nm) |
|---|---|---|
| 100 | 18.3 | 19.1 |
| 50 | 22.0 | 23.4 |
| 20 | 26.7 | 30.3 |
| 10 | 30.3 | 38.1 |
| 5 | 33.8 | 56.6 |
| 1 | 41.9 | 264 |

In the wide film at 50 mT, the stray field lengthens $d$ by 7% relative to the local model, comparable with the thermal and pinning effects. At 10 mT the increase is 26%. At 1 mT the local result has lost its meaning, and the algebraic law, also 264 nm, has taken over. Halving the field from 20 to 10 mT adds 3.55 nm in the local model, close to $\Delta\ln2=3.47$ nm, but 7.8 nm with the stray field.

For a wide film with these parameters, then, the logarithm holds approximately at some tens of millitesla and fails at a few millitesla. In the 100 nm strip the stray repulsion is weaker, and the logarithm remains useful to somewhat lower fields. At a given separation the opening field (12) is proportional to $M_st$, so a smaller moment per area weakens this particular correction. The last column of the table should not be read as a prediction for the 100 nm strip. It overstates the separation there, increasingly so at low field, and in the last row the separation of 264 nm even exceeds the strip width. The tabulated values are in the numerical output. They come from a periodic cell of about 8 µm; without the periodic images the last entry of the last column rises from 263.7 to 264.6 nm. Freeing the profile from the two-parameter form changes the distance between the 90 and 270 degree points by at most about 0.1 nm.

## Table of computed values

```
A = 15.0 pJ/m, K = 0.60 MJ/m3, Ms = 1.10 MA/m
D = 2.00 mJ/m2, t = 0.60 nm, strip width = 100 nm
wall parameter Delta = 5.000 nm
sqrt(AK) = 3.000 mJ/m2
anisotropy field 2K/Ms = 1.0909 T
example field B = 50.0 mT, h = 0.04583
separation of centres d = 21.960 nm
logarithmic law Delta ln(4/h) = 22.345 nm
distance between 90 and 270 degrees = 22.175 nm
reversed-moment length = 22.458 nm
width of each half Delta/sqrt(1+h) = 4.889 nm
energy without chiral term = 27.014 mJ/m2
chiral term -2 pi D = -12.566 mJ/m2
total wall energy = 14.448 mJ/m2
h, numerical 90-270 distance/Delta, centre distance/Delta, ln(4/h):
  0.5000  2.15058  1.87176  2.07944
  0.0100  5.97654  5.96669  5.99146
  0.0010  8.29141  8.29041  8.29405
  0.0001  10.59626  10.59615  10.59663
numerical slope d(distance/Delta)/d ln(1/h) = 1.00054
repulsion energy / [16 sqrt(AK) exp(-d/Delta)] at d=10 Delta = 0.9992
in-plane eigenvalues at example: -0.00001, 0.08613
breathing eigenvalue/(2h) at h=0.001 = 0.9938
out-of-plane eigenvalue, D=0: -0.10069
out-of-plane eigenvalue, example D: 0.43986
threshold D from diagonalization = 0.367 mJ/m2
sufficient D = 2 sqrt(h A K) = 1.285 mJ/m2
stray opening field at example d = 12.02 mT
stray pressure / line-current formula at 200 nm = 1.0022
B (mT), d local model (nm), d with stray field (nm), wall width with it (nm):
  100  18.28  19.10  4.651
  50  21.96  23.44  4.756
  20  26.73  30.28  4.828
  10  30.28  38.07  4.857
  5  33.79  56.62  4.875
  1  41.89  263.70  4.883
algebraic law mu0 Ms t/(pi B) at 1 mT = 264.0 nm
spring constant of separation = 1.3200 mN/m
thermal rms change of d at 300 K = 1.77 nm
pinning 10 mT: d between 21.00 and 23.13 nm
```
